\section*{Airy Subbands and the Two-Thirds Field Law in a Triangular Well}

\section{Result and model}

An electron in an inversion layer is pressed against the gate oxide by the electric field in the semiconductor. If this field is uniform and the oxide is impenetrable, the subband minima are
\begin{equation}
E_n=|a_n|\left(\frac{F^2}{2m}\right)^{1/3},\qquad n=1,2,\ldots,
\label{res}
\end{equation}
where $a_1>a_2>\cdots$ are the zeros of the Airy function $\mathrm{Ai}$, all of them negative. At fixed mass and subband index, $E_n\propto F^{2/3}$.

Hartree atomic units are used: $\hbar$, the electron mass and the elementary charge are one. The interface is at $z=0$ and the semiconductor fills $z>0$. The constant $F>0$ is the magnitude of the force on the electron, numerically equal to the electric field; the force points towards the interface, so the potential energy is $Fz$. Energies are measured from the band edge at $z=0$. The band is parabolic, with mass $m$ along the normal and $m_\parallel$ in the plane, and the normal is a principal axis of the mass tensor, so that no term couples the two motions.

The wavefunction therefore separates as $e^{i\mathbf k\cdot\mathbf r_\parallel}\psi(z)$. The total energy is $E+k^2/(2m_\parallel)$, and $E$ follows from
\begin{equation}
-\frac{1}{2m}\psi''+Fz\,\psi=E\psi,\qquad \psi(0)=0,\qquad \int_0^\infty|\psi|^2dz<\infty .
\label{se}
\end{equation}
Each allowed $E$ is the bottom of a two-dimensional subband.

\section{Scaling}

Let $z=\ell u$. Since $d^2/dz^2=\ell^{-2}d^2/du^2$, the kinetic term carries the factor $1/(2m\ell^2)$ and the potential term the factor $F\ell$. Choosing $\ell$ so that these factors agree gives $2mF\ell^3=1$, or
\begin{equation}
\ell=(2mF)^{-1/3},\qquad
\varepsilon=F\ell=\left(\frac{F^3}{2mF}\right)^{1/3}=\left(\frac{F^2}{2m}\right)^{1/3}.
\label{sc}
\end{equation}
Dividing \eqref{se} by $\varepsilon$ leaves
\begin{equation}
-\frac{d^2\psi}{du^2}+u\psi=\frac{E}{\varepsilon}\psi,\qquad \psi(u=0)=0 .
\label{dim}
\end{equation}
Neither the equation nor the boundary condition contains $F$ or $m$. The eigenvalues $E/\varepsilon$ are thus pure numbers, and the power $2/3$ is already established. The wall matters here because it introduces no length or energy of its own.

Physically, confinement to a width $L$ costs a kinetic energy of order $1/(mL^2)$ and a potential energy of order $FL$. Their balance gives $L\sim(mF)^{-1/3}$ and an energy $FL\sim F^{2/3}m^{-1/3}$. A stronger field raises the potential slope but also narrows the state, so the energy grows more slowly than $F$.

To find the pure numbers, shift the origin to the classical turning point:
\begin{equation}
x=u-\frac{E}{\varepsilon}=\frac{z}{\ell}-\frac{E}{\varepsilon},
\qquad y''=xy .
\label{ai}
\end{equation}
The wall lies at $x=-E/\varepsilon$.

\section{The decaying solution}

Consider
\begin{equation}
\mathrm{Ai}(x)=\frac{1}{2\pi i}\int_C e^{t^3/3-xt}\,dt,
\label{con}
\end{equation}
where $C$ runs from infinity in the direction $e^{-i\pi/3}$ to infinity in the direction $e^{i\pi/3}$. On these directions $t^3=-|t|^3$, so the integral converges and may be differentiated under the integral sign. Two derivatives bring down $t^2$, hence
\[
\mathrm{Ai}''-x\mathrm{Ai}=\frac{1}{2\pi i}\int_C(t^2-x)e^{t^3/3-xt}dt
=\frac{1}{2\pi i}\Big[e^{t^3/3-xt}\Big]_C=0 .
\]

For $x>0$, move $C$ to the vertical line $t=\sqrt x+is$. The connecting segments $t=v\pm iS$, with $\sqrt x\le v\le S/\sqrt3$, do not contribute as $S\to\infty$: there the real part of the exponent is $v^3/3-vS^2-xv\le-8vS^2/9$. On the line,
\[
\frac{t^3}{3}-xt=\frac{x^{3/2}}3+ixs-\sqrt x\,s^2-\frac{is^3}{3}-x^{3/2}-ixs
=-\frac23x^{3/2}-\sqrt x\,s^2-\frac{is^3}{3}.
\]
With $dt=i\,ds$, and because the odd part in $s$ integrates to zero,
\begin{equation}
\mathrm{Ai}(x)=\frac{e^{-2x^{3/2}/3}}{\pi}\int_0^\infty e^{-\sqrt x\,s^2}\cos\frac{s^3}{3}\,ds .
\label{dec}
\end{equation}
The cosine is at most one in magnitude, so $|\mathrm{Ai}(x)|\le e^{-2x^{3/2}/3}/(2\sqrt\pi\,x^{1/4})$. Differentiating \eqref{con} inserts $-t=-(\sqrt x+is)$, which leaves the exponential factor in place; $\mathrm{Ai}'$ also tends to zero.

No independent solution is normalizable. Let $y$ be a real square-integrable solution, not identically zero. For $x\ge0$,
\begin{equation}
(y^2)''=2y'^2+2yy''=2y'^2+2xy^2\ge0 ,
\label{cvx}
\end{equation}
so $y^2$ is convex. If its slope were positive anywhere, it would grow at least linearly and could not be integrable. Hence $y^2$ never increases, and integrability makes it tend to zero. If $y$ vanished at some $x_1\ge0$, it would vanish for all $x>x_1$ and so identically. It therefore has one sign, which may be taken positive. Then $y''=xy>0$ for $x>0$, so $y'$ increases, while $y'\le0$; since $y$ approaches a constant, $y'\to0$.

The Wronskian $W=\mathrm{Ai}\,y'-\mathrm{Ai}'y$ has derivative $\mathrm{Ai}\,xy-x\mathrm{Ai}\,y=0$. It is constant and tends to zero at infinity, so $W=0$ and $y$ is a multiple of $\mathrm{Ai}$. The same argument applied to $\mathrm{Ai}$ itself shows that it has no zero at $x\ge0$.

\section{Quantization and the zeros}

The Hamiltonian in \eqref{se}, with a hard wall, is self-adjoint, so $E$ is real. The normalizable solution is
\begin{equation}
\psi_n(z)=N_n\,\mathrm{Ai}\!\left(\frac z\ell-\frac{E_n}{\varepsilon}\right),
\label{wf}
\end{equation}
with $N_n$ a normalization constant. The wall requires $\mathrm{Ai}(-E_n/\varepsilon)=0$, that is, $-E_n/\varepsilon=a_n$. Since $a_n<0$, this is $E_n=|a_n|\varepsilon$, which with \eqref{sc} is \eqref{res}.

There are infinitely many zeros. Take an interval $[\alpha,\beta]$ of length $\pi/K$ lying in $x<-K^2$, and suppose that $y=\mathrm{Ai}$ has no zero on it, say $y>0$ (otherwise change its sign). With $s=\sin K(x-\alpha)$,
\[
(y's-ys')'=(K^2-|x|)\,ys<0
\]
inside the interval. The integral of the left side, however, is $K[y(\alpha)+y(\beta)]>0$, because $s$ vanishes at both ends while $s'(\alpha)=K$ and $s'(\beta)=-K$. This contradiction places a zero in every such interval.

Numerical zeros require the values at the origin. At $x=0$ the contour can be taken along the two rays $t=re^{\pm i\pi/3}$. The substitution $w=r^3/3$ gives
\[
\int_0^\infty e^{-r^3/3}dr=3^{-2/3}\Gamma(\tfrac13),\qquad
\int_0^\infty re^{-r^3/3}dr=3^{-1/3}\Gamma(\tfrac23).
\]
The first integral enters $\mathrm{Ai}(0)$ with the factor $(e^{i\pi/3}-e^{-i\pi/3})/(2\pi i)=\sin(\pi/3)/\pi$, and the second enters $\mathrm{Ai}'(0)$ with the factor $-\sin(2\pi/3)/\pi$. Using $\Gamma(\frac13)\Gamma(\frac23)=\pi/\sin(\pi/3)$,
\begin{equation}
\mathrm{Ai}(0)=\frac{3^{-2/3}}{\Gamma(2/3)}=0.355028,\qquad
\mathrm{Ai}'(0)=-\frac{3^{-1/3}}{\Gamma(1/3)}=-0.258819 .
\label{orig}
\end{equation}
Inserting $y=\sum_k c_kx^k$ into $y''=xy$ gives $c_2=0$ and $(k+3)(k+2)c_{k+3}=c_k$. Therefore
\begin{equation}
\mathrm{Ai}(x)=\mathrm{Ai}(0)\left(1+\frac{x^3}{6}+\frac{x^6}{180}+\cdots\right)
+\mathrm{Ai}'(0)\left(x+\frac{x^4}{12}+\frac{x^7}{504}+\cdots\right).
\label{ser}
\end{equation}
The recurrence makes both series converge for every $x$. Scanning \eqref{ser} down from $x=0$ for sign changes and refining each one gives
\begin{equation}
|a_1|=2.338107,\qquad |a_2|=4.087949,\qquad |a_3|=5.520560 .
\label{zer}
\end{equation}

\section{High subbands}

For large $\zeta=-x$, the exponent in \eqref{con} is $\phi=t^3/3+\zeta t$. Its saddle points obey $t^2+\zeta=0$, so $t=\pm i\sqrt\zeta$. At the upper one $\phi=2i\zeta^{3/2}/3$ and $\phi''=2i\sqrt\zeta$. Setting $t=i\sqrt\zeta+e^{i\pi/4}v$ turns the quadratic term into $-\sqrt\zeta\,v^2$, and the Gaussian integral contributes
\[
\frac{e^{i\pi/4}}{2\pi i}\sqrt{\frac{\pi}{\sqrt\zeta}}\;e^{2i\zeta^{3/2}/3}
=\frac{1}{2i\sqrt\pi\,\zeta^{1/4}}\,e^{i(2\zeta^{3/2}/3+\pi/4)} .
\]
The contour passes the lower saddle in the direction $e^{3i\pi/4}=-e^{-i\pi/4}$, then goes through the left half-plane to the upper one. The lower contribution is the complex conjugate of the upper, and the sum is
\begin{equation}
\mathrm{Ai}(-\zeta)\approx\frac{1}{\sqrt\pi\,\zeta^{1/4}}
\sin\!\left(\frac23\zeta^{3/2}+\frac\pi4\right).
\label{sad}
\end{equation}
Zeros occur where the phase is $n\pi$, so
\begin{equation}
|a_n|\approx\left[\frac{3\pi(4n-1)}{8}\right]^{2/3}.
\label{wkb}
\end{equation}
For $n=1,2,3$ this gives 2.3203, 4.0818 and 5.5172. Relative to the zeros in \eqref{zer}, the errors are 0.76, 0.15 and 0.06 percent, which also confirms the numbering of these three levels. At large $n$ the energies grow as $n^{2/3}$ and the spacings shrink as $n^{-1/3}$: a higher level has a wider well available to it. This $2/3$ concerns the subband index in a semiclassical limit; the power of the field in \eqref{res} holds for each $n$ separately.

\section{Distance from the interface}

For a normalized eigenstate $E_n=\langle\psi_n|H|\psi_n\rangle$. When $F$ changes, the terms from the change of $\psi_n$ add up to $E_n\,d\langle\psi_n|\psi_n\rangle/dF=0$, because the wall stays fixed. What remains is $\langle\partial H/\partial F\rangle=\langle z\rangle_n$. With $E_n\propto F^{2/3}$,
\begin{equation}
\langle z\rangle_n=\frac{dE_n}{dF}=\frac{2E_n}{3F}=\frac23|a_n|\ell\propto F^{-1/3}.
\label{cen}
\end{equation}
The mean potential energy is $F\langle z\rangle_n=2E_n/3$, and the kinetic energy is the remaining $E_n/3$. The centroid lies at two thirds of the classical turning distance $E_n/F$.

The centroid also shows when a uniform field is a fair assumption. Let $N_s$ electrons per unit area occupy one subband, in a semiconductor of relative permittivity $\kappa_s$. Their countercharge sits on the gate, so together they cause no field deep in the semiconductor. By Gauss's law, the electrons beyond $z$ then account for a force $(4\pi N_s/\kappa_s)\int_z^\infty|\psi|^2dz'$ at $z$, which falls to zero across the layer. Integrating over $z$ and exchanging the order of integration, the associated potential-energy rise is
\begin{equation}
\Delta U=\frac{4\pi N_s}{\kappa_s}\int_0^\infty z'|\psi(z')|^2dz'
=\frac{4\pi N_s\langle z\rangle}{\kappa_s}.
\label{gau}
\end{equation}
It equals the rise across a semiconductor layer of thickness $\langle z\rangle$ with the charge placed at its far side, which is how confinement sets the channel back from the oxide. The uniform-field model needs $\Delta U\ll F\langle z\rangle$, or $4\pi N_s/\kappa_s\ll F$: most of the field must come from fixed depletion charge, whose layer must also be much wider than $\langle z\rangle$. Once the inversion charge is comparable with the depletion charge this condition is not met, and accurate levels require a self-consistent potential. Equation \eqref{res} is in any case a law in the semiconductor field, not in the gate voltage. The power $2/3$ also assumes that the field changes uniformly. The field added by inversion charge falls off across the layer and raises the level less, so if the surface field is varied through $N_s$ at fixed depletion charge, a self-consistent Hartree solution gives a local exponent near 0.5 even when the electrons supply only 5 percent of the field and $E_1$ is within 1 percent of \eqref{res}.

\section{A finite oxide barrier}

A real oxide has a finite barrier, which brings a new length into the problem. Let the potential be a constant $V_b>E$ for $z<0$, with mass $m_b$ there, and let the oxide be thick compared with the decay length. The field inside the oxide is neglected. The decaying solution for $z<0$ is $e^{\kappa_Ez}$, with $\kappa_E=\sqrt{2m_b(V_b-E)}$. Continuity of $\psi$ and of $\psi'/m$ is assumed. This choice conserves current but is not the only one that does, and the length $d_E$ below depends on it. It gives $\psi'(0^+)/m=\kappa_E\psi(0)/m_b$, or
\begin{equation}
\psi(0)=d_E\,\psi'(0^+),\qquad d_E=\frac{m_b}{m\kappa_E}.
\label{rob}
\end{equation}
Write $-E/\varepsilon=a_n+\delta$ and $q=d_E/\ell$. Equation \eqref{rob} becomes $\mathrm{Ai}(a_n+\delta)=q\,\mathrm{Ai}'(a_n+\delta)$. At a zero, $\mathrm{Ai}''=a_n\mathrm{Ai}=0$ and $\mathrm{Ai}'''=\mathrm{Ai}+a_n\mathrm{Ai}'=a_n\mathrm{Ai}'$. Expanding both sides and dividing by $\mathrm{Ai}'(a_n)$,
\[
\delta+\frac{a_n\delta^3}{6}+\cdots=q\left(1+\frac{a_n\delta^2}{2}+\cdots\right)
\quad\Rightarrow\quad
\delta=q-\frac{|a_n|q^3}{3}+\cdots .
\]
Since $E=\varepsilon(|a_n|-\delta)$ and $\varepsilon q=Fd_E$, the lowering of the level is
\begin{equation}
E_n^{\rm hard}-E_n=Fd_E\left(1-\frac{|a_n|q^2}{3}+\cdots\right)\approx Fd,
\qquad d=\frac{m_b}{m\sqrt{2m_bV_b}} .
\label{low}
\end{equation}
The last form holds for $E\ll V_b$ and $|a_n|(d/\ell)^2\ll1$, which implies $d\ll\ell$ and becomes stricter for higher subbands. Since $(d/\ell)^2=(m_b/m)(\varepsilon/V_b)$, the condition can fail for a light channel mass: for $m=0.04$, $m_b=0.5$, $V_b=0.10$ hartree and $F=10^{-4}$ hartree/bohr, $d/\ell=0.79$ and the exact root of \eqref{rob} gives a ground-state lowering of only $0.78\,Fd$. To this order the wall acts as if it were moved back by $d$.

With $d$ independent of $F$, the local exponent is
\begin{equation}
\frac{d\ln E_n}{d\ln F}\approx\frac{\frac23E_n^{\rm hard}-Fd}{E_n}
=\frac{\frac23(E_n+Fd)-Fd}{E_n}=\frac23-\frac{Fd}{3E_n}.
\label{exp}
\end{equation}
Penetration thus makes the level rise more slowly with field than the hard-wall law. The ratio $Fd/E_n$ scales as $F^{1/3}$ at leading order, so the departure grows with field. Equation \eqref{exp} needs the same conditions as the last form of \eqref{low}; in the light-mass case above it gives a departure of 0.153 where the exact root of \eqref{rob} gives 0.080.

\section{Numerical example}

Take the round model parameters $m=0.80$ and $F=2.00\times10^{-4}$ hartree/bohr, a field of $1.03\times10^8$ V/m. They represent no particular material. From \eqref{sc},
\[
\ell=(3.2\times10^{-4})^{-1/3}=14.620\ \text{bohr},\qquad
\varepsilon=F\ell=2.9240\times10^{-3}\ \text{hartree}.
\]
The ground subband lies at
\[
E_1=2.338107\times2.924018\times10^{-3}=6.8367\times10^{-3}\ \text{hartree}=0.186\ \text{eV}.
\]
In the same way $E_2=1.1953\times10^{-2}$ hartree (0.325 eV) and $E_3=1.6142\times10^{-2}$ hartree (0.439 eV). The spacings, $5.117\times10^{-3}$ and $4.189\times10^{-3}$ hartree, decrease upwards. The ground-state centroid is
\[
\langle z\rangle_1=\frac{2\times6.8367\times10^{-3}}{3\times2.00\times10^{-4}}=22.79\ \text{bohr},
\]
and those of the next two states are 39.84 and 53.81 bohr.

A finite-difference diagonalization of \eqref{se}, which makes no use of Airy functions, gives $6.83666\times10^{-3}$ hartree for $E_1$ and the same centroids to within $2\times10^{-4}$ bohr. Tests at other fields and at another mass also agree with \eqref{res}. When the field is multiplied by eight, the diagonalized ground level rises by a factor 3.99999 and its centroid halves, as $8^{2/3}=4$ and $8^{-1/3}=1/2$ require.

Now let the barrier be $V_b=0.10$ hartree with $m_b=0.40$. Then $d=0.40/(0.80\sqrt{0.08})=1.768$ bohr, and the predicted lowering is $Fd=3.54\times10^{-4}$ hartree. Diagonalization with the barrier gives $E_1=6.475\times10^{-3}$ hartree, a lowering of $3.61\times10^{-4}$ hartree, or 5.3 percent of the hard-wall energy. The estimate $Fd$ is 2.2 percent below the computed lowering.

The terms dropped in \eqref{low} account for this difference. Replacing $d$ by $d_E$ raises the estimate by about $E_1/(2V_b)=3.2$ percent, while the cubic term reduces it by $|a_1|(d/\ell)^2/3=1.1$ percent; the net change is about 2.1 percent. For a barrier four times higher, $d$ is halved and the error of $Fd$ falls to about 0.6 percent of the computed lowering.

Equation \eqref{exp} predicts the exponent
\[
0.6667-\frac{3.54\times10^{-4}}{3\times6.475\times10^{-3}}=0.6485,
\]
whereas diagonalization at the fields $1.05F$ and $F/1.05$ gives 0.6473. The hard-wall value from the same procedure is 0.66667. A measured exponent below $2/3$ would not by itself identify barrier penetration, since self-consistent screening, the dielectric image term and band nonparabolicity also lie outside the hard-wall model. For permittivities $\kappa_s=11.7$ and $\kappa_{\rm ox}=3.9$, the classical image energy $(\kappa_s-\kappa_{\rm ox})/[4\kappa_s(\kappa_s+\kappa_{\rm ox})z]$ raises $E_1$ at first order by $6.1\times10^{-4}$ hartree, more than the barrier lowers it, and alone brings the exponent to 0.639. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
mass m = 0.80 electron masses
force F = 2.00e-04 hartree/bohr
field = 1.0284e+08 V/m
Ai(0) = 0.355028, Ai'(0) = -0.258819 (no unit)
Airy length ell = 14.6201 bohr
energy unit F*ell = 2.924018e-03 hartree
n=1: |a_n| = 2.338107 (no unit)
n=1: saddle-point |a_n| = 2.320251 (no unit)
n=1: saddle-point error = 0.764 percent
n=1: Airy level = 6.836668e-03 hartree
n=1: Airy level = 0.1860 eV
n=1: grid level = 6.836664e-03 hartree
n=1: centroid 2E/(3F) = 22.7889 bohr
n=1: grid centroid = 22.7889 bohr
n=2: |a_n| = 4.087949 (no unit)
n=2: saddle-point |a_n| = 4.081810 (no unit)
n=2: saddle-point error = 0.150 percent
n=2: Airy level = 1.195324e-02 hartree
n=2: Airy level = 0.3253 eV
n=2: grid level = 1.195323e-02 hartree
n=2: centroid 2E/(3F) = 39.8441 bohr
n=2: grid centroid = 39.8441 bohr
n=3: |a_n| = 5.520560 (no unit)
n=3: saddle-point |a_n| = 5.517164 (no unit)
n=3: saddle-point error = 0.062 percent
n=3: Airy level = 1.614221e-02 hartree
n=3: Airy level = 0.4393 eV
n=3: grid level = 1.614220e-02 hartree
n=3: centroid 2E/(3F) = 53.8074 bohr
n=3: grid centroid = 53.8073 bohr
spacing E2-E1 = 5.116569e-03 hartree
spacing E3-E2 = 4.188978e-03 hartree
grid E1(8F)/E1(F) = 3.99999 (no unit)
grid centroid ratio, 8F to F = 0.50000 (no unit)
hard-wall grid exponent = 0.66667 (no unit)
barrier V_b = 0.10 hartree
barrier mass m_b = 0.40 electron masses
penetration length d = 1.7678 bohr
finite-barrier grid E1 = 6.475257e-03 hartree
lowering of E1, grid = 3.6141e-04 hartree
lowering of E1, F*d = 3.5355e-04 hartree
error of F*d = 2.17 percent
barrier 4*V_b: lowering, grid = 1.7778e-04 hartree
barrier 4*V_b: lowering, F*d = 1.7678e-04 hartree
barrier 4*V_b: error of F*d = 0.57 percent
finite-barrier exponent, grid = 0.6473 (no unit)
finite-barrier exponent, formula = 0.6485 (no unit)
\end{verbatim}
